# The universal interband absorbance of suspended graphene

Light of intensity $10^4\ \mathrm{W/m^2}$ falls at right angles on a suspended sheet of graphene, modelled by massless electrons of velocity $10^6\ \mathrm{m/s}$. At a photon energy of 1 eV, Fermi's golden rule, with the field of the incident wave acting on the electrons, gives $1.431\times10^{21}$ interband transitions per square metre and second. At 2 eV it gives half as many, $7.154\times10^{20}$. The absorbed power is nevertheless $229\ \mathrm{W/m^2}$ in both cases, 2.29 % of the incident power. This fraction is $\pi\alpha$, where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ is the fine-structure constant, and neither the photon energy nor the electron velocity appears in it.

The model consists of independent electrons in two bands that touch at a point, with two spin directions and two valleys. The sheet is undoped and at zero temperature, so the lower band is full and the upper band empty. Electron–electron interaction, and with it any excitonic effect, is left out, as is disorder. Near one of the two touching points the Hamiltonian is

$$H_0=v\,\boldsymbol\sigma\cdot\mathbf p=\hbar v\begin{pmatrix}0&k e^{-i\varphi}\\ k e^{i\varphi}&0\end{pmatrix},$$

where $\mathbf k=k(\cos\varphi,\sin\varphi)$ is measured from the touching point and the Pauli matrices act on the two sublattice amplitudes. Acting on the spinor $(1,s e^{i\varphi})$ with $s=\pm1$, the matrix gives $\hbar v k\,(s,e^{i\varphi})=s\hbar vk\,(1,se^{i\varphi})$, because $s^2=1$. The normalized states and energies are therefore

$$|s\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ s e^{i\varphi}\end{pmatrix},\qquad E_s=s\hbar v k .$$

Call $s=+1$ the conduction state $|c\rangle$ and $s=-1$ the valence state $|v\rangle$.

Let the field at the sheet be $E_x(t)=E_0\cos\omega t$, with $E_0$ the peak value. From $E_x=-\partial A_x/\partial t$ we have $A_x=-(E_0/\omega)\sin\omega t$. An electron has charge $-e$, so $\mathbf p$ is replaced by $\mathbf p+e\mathbf A$. Since $H_0$ is linear in $\mathbf p$, the coupling has no term in $A^2$:

$$H'=evA_x\sigma_x=-\frac{evE_0}{\omega}\,\sigma_x\,\frac{e^{i\omega t}-e^{-i\omega t}}{2i}=Ve^{-i\omega t}+V^\dagger e^{i\omega t},\qquad V=\frac{evE_0}{2i\omega}\,\sigma_x .$$

The term with $e^{-i\omega t}$ raises the electron energy by $\hbar\omega$. At normal incidence the light has no wave vector in the plane, so the electron keeps its $\mathbf k$. The matrix element between the two states at that $\mathbf k$ is

$$\langle c|\sigma_x|v\rangle=\frac12\begin{pmatrix}1&e^{-i\varphi}\end{pmatrix}\begin{pmatrix}-e^{i\varphi}\\1\end{pmatrix}=\frac{e^{-i\varphi}-e^{i\varphi}}{2}=-i\sin\varphi .$$

Electrons moving along the field are not excited, and those moving across it are excited most strongly. With $\langle\sin^2\varphi\rangle=\tfrac12$ over the circle,

$$\left\langle|V_{cv}|^2\right\rangle=\frac12\left(\frac{evE_0}{2\omega}\right)^2 .$$

In the second valley $\sigma_xk_x$ changes sign, which replaces $\varphi$ by $\pi-\varphi$ in the spinors and leaves $\sin^2\varphi$ unchanged. The direction of polarization does not matter either. The same multiplication with $\sigma_y$ gives $\langle c|\sigma_y|v\rangle=i\cos\varphi$. For a field $\mathrm{Re}(E_0\boldsymbol\epsilon e^{-i\omega t})$ with $|\epsilon_x|^2+|\epsilon_y|^2=1$, the squared element is $|\epsilon_y\cos\varphi-\epsilon_x\sin\varphi|^2$. Its cross terms average to zero and the rest averages to $\tfrac12$, for linear and circular light alike.

The golden rule gives each valence electron the rate $(2\pi/\hbar)|V_{cv}|^2\delta(2\hbar vk-\hbar\omega)$. To sum over electrons we need the number of pairs of states per unit area and unit pair energy. With $\mathcal E=2\hbar vk$, hence $k=\mathcal E/(2\hbar v)$ and $dk=d\mathcal E/(2\hbar v)$, and a factor 4 for spin and valley,

$$J(\hbar\omega)=4\int\frac{2\pi k\,dk}{(2\pi)^2}\,\delta(2\hbar vk-\hbar\omega)=\frac{2}{\pi}\,\frac{\omega}{2v}\,\frac{1}{2\hbar v}=\frac{\hbar\omega}{2\pi(\hbar v)^2}.$$

The delta function fixes $k$ but not $\varphi$, so the angular average can be taken separately. The transition rate per unit area is

$$\Gamma=\frac{2\pi}{\hbar}\left\langle|V_{cv}|^2\right\rangle J=\frac{2\pi}{\hbar}\cdot\frac{e^2v^2E_0^2}{8\omega^2}\cdot\frac{\omega}{2\pi\hbar v^2}=\frac{e^2E_0^2}{8\hbar^2\omega}.$$

The velocity has cancelled. Faster electrons couple more strongly to the field, by $v^2$ in the rate, but a steeper cone holds fewer states at a given energy, by $1/v^2$. Each transition takes up $\hbar\omega$, and this removes the remaining frequency:

$$P=\hbar\omega\,\Gamma=\frac{e^2E_0^2}{8\hbar}=\frac12\,\sigma_0E_0^2,\qquad \sigma_0=\frac{e^2}{4\hbar}.$$

The second form is the mean power dissipated by a sheet of real conductivity $\sigma_0$, which is $60.85\ \mathrm{\mu S}$. If the field at the sheet is taken to be that of the incident wave, whose mean intensity is $I=\tfrac12\varepsilon_0cE_0^2$, the absorbance is

$$\frac{P}{I}=\frac{e^2}{4\varepsilon_0\hbar c}=\pi\,\frac{e^2}{4\pi\varepsilon_0\hbar c}=\pi\alpha=2.2925\ \% .$$

The opening example shows the cancellation in numbers. The intensity $10^4\ \mathrm{W/m^2}$ corresponds to $E_0=\sqrt{2I/(\varepsilon_0c)}=2745\ \mathrm{V/m}$. At 1 eV the frequency is $\omega=1.519\times10^{15}\ \mathrm{s^{-1}}$, and the resonant electrons have $k=\omega/(2v)=0.760\ \mathrm{nm^{-1}}$. The coupling energy is

$$\frac{evE_0}{2\omega}=\frac{10^6\times2745}{2\times1.519\times10^{15}}\ \mathrm{eV}=0.903\ \mathrm{\mu eV},$$

and $J=0.367\ \mathrm{eV^{-1}\,nm^{-2}}$. With $\hbar=1\ \mathrm{eV}/\omega=6.58\times10^{-16}\ \mathrm{eV\,s}$,

$$\Gamma=\frac{\pi\,(0.903\times10^{-6})^2\times0.367}{6.58\times10^{-16}}\ \mathrm{nm^{-2}s^{-1}}\approx1.43\times10^{3}\ \mathrm{nm^{-2}s^{-1}},$$

which is $1.43\times10^{21}\ \mathrm{m^{-2}s^{-1}}$. Multiplication by 1 eV, or $1.602\times10^{-19}$ J, gives $229\ \mathrm{W/m^2}$. At 2 eV the coupling energy is halved, to $0.452\ \mathrm{\mu eV}$, which divides its square by four, while $J$ doubles to $0.735\ \mathrm{eV^{-1}\,nm^{-2}}$. The rate is therefore halved, and photons of twice the energy restore the power.

The same numbers show when the golden rule may be used. The light must act for many periods, $\omega t\gg1$, so that the resonance is sharp, yet no electron may be driven far from its initial state, which for coherent driving requires $|V_{cv}|t/\hbar\ll1$. At 1 eV the two times to compare are $1/\omega\approx0.7$ fs and $\hbar/(0.903\ \mathrm{\mu eV})\approx0.7$ ns, so there is a wide interval between them. The coupling energy grows as $\sqrt I$, so the upper time shrinks as $1/\sqrt I$. Light that acts coherently for longer than this time saturates the resonant electrons, and the absorbance then depends on $I$. Under steady light the golden-rule rate holds only if relaxation, which the model leaves out, returns the excited electrons quickly compared with this time.

The field at the sheet is not quite the incident field, because the current in the sheet radiates. For a real conductivity the correction is elementary, so we first ask whether $\sigma$ has an imaginary part. Causality ties it to the real part. For an undoped sheet at zero temperature there are no free carriers to add a separate response, and with $\mathrm{Re}\,\sigma=\sigma_0$ at all frequencies of the model,

$$\mathrm{Im}\,\sigma(\omega)=-\frac{2\omega}{\pi}\,\mathcal P\!\!\int_0^\infty\frac{\sigma_0\,d\omega'}{\omega'^2-\omega^2}
=-\frac{\sigma_0}{\pi}\lim_{\eta\to0}\left[\ln\frac{\eta}{2\omega-\eta}-\ln\frac{\eta}{2\omega+\eta}\right]=0 .$$

Here the antiderivative $\ln|(\omega'-\omega)/(\omega'+\omega)|/(2\omega)$ vanishes at both $0$ and $\infty$, so the two edges of the excluded interval $\omega\pm\eta$ are all that remains.

Now let the incident, reflected and transmitted amplitudes be $1$, $r$ and $t$, with vacuum on both sides and $Z_0=1/(\varepsilon_0c)$. The electric field is continuous across the sheet, and the magnetic field jumps by the sheet current:

$$1+r=t,\qquad \frac{1-r}{Z_0}-\frac{t}{Z_0}=\sigma_0t .$$

Inserting $r=t-1$ in the second equation gives $2-2t=\sigma_0Z_0t$. Since $\sigma_0Z_0=e^2/(4\hbar\varepsilon_0c)=\pi\alpha$,

$$t=\frac{1}{1+\pi\alpha/2},\qquad r=-\frac{\pi\alpha/2}{1+\pi\alpha/2}.$$

The transmittance is $T=t^2=97.746\ \%$ and the reflectance $R=r^2=0.013\ \%$. The absorbance is what remains:

$$A=1-T-R=\frac{(1+\pi\alpha/2)^2-1-(\pi\alpha/2)^2}{(1+\pi\alpha/2)^2}=\frac{\pi\alpha}{(1+\pi\alpha/2)^2}=2.241\ \% .$$

This is $\pi\alpha\,t^2$, the golden-rule result with the true field $tE_0$ at the sheet. Expansion gives $A=\pi\alpha(1-\pi\alpha+\dots)$, so $\pi\alpha$ is the absorbance to leading order in $\alpha$, and the radiated field lowers it by about 2 % of its value.

Doping and temperature act through the occupations. Absorption needs a filled valence state and an empty conduction state, with weight $f_v(1-f_c)$. Stimulated emission has the same squared matrix element and the weight $f_c(1-f_v)$. The net weight is the difference, $f_v-f_c$. At resonance the two energies are $\mp\hbar\omega/2$. Writing the Fermi function as $f(E)=\tfrac12\{1-\tanh[(E-\mu)/2k_BT]\}$, we find

$$f_v-f_c=\frac12\left[\tanh\frac{\hbar\omega/2+\mu}{2k_BT}+\tanh\frac{\hbar\omega/2-\mu}{2k_BT}\right]
=\frac{\sinh(\hbar\omega/2k_BT)}{\cosh(\mu/k_BT)+\cosh(\hbar\omega/2k_BT)} .$$

The last step uses $\tanh a+\tanh b=\sinh(a+b)/(\cosh a\cosh b)$ and $2\cosh a\cosh b=\cosh(a+b)+\cosh(a-b)$. This factor multiplies the interband part of $\mathrm{Re}\,\sigma$. For $\mu=0.3$ eV at 300 K, where $k_BT=0.0259$ eV, it is 0.020 at a photon energy of 0.4 eV, 0.500 at 0.6 eV and 0.980 at 0.8 eV. Below $\hbar\omega=2|\mu|$ the final states are occupied, or for negative $\mu$ the initial states are empty, and the interband absorption is blocked. In an undoped sheet the factor becomes $\tanh(\hbar\omega/4k_BT)$. It differs from one by less than $10^{-6}$ at 1 eV and 300 K, but it falls to zero for photon energies far below $k_BT$. Free carriers also absorb within one band when they are scattered, a contribution that is not included here.

The other limit on the result is the shape of the bands. Let electrons hop with amplitude $t_h$ between neighbouring atoms a distance $a$ apart on the honeycomb lattice. The energies are $\pm t_h|f|$, where $f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ runs over the three bonds $\boldsymbol\delta_j$. Write $f=|f|e^{i\theta}$. A change of $|f|$ alters the energies but not the states, whereas a change of $\theta$ mixes the bands, so the interband element of $\nabla_{\mathbf k}H$ has modulus $t_h|f||\nabla\theta|$. Threefold symmetry makes the conductivity the same for all in-plane directions, so we may average over two perpendicular polarizations. The golden rule then integrates $k|f|^2|\nabla\theta|^2/(\partial|f|/\partial k)$ over the angle $\varphi$ along the contour $2t_h|f|=\hbar\omega$. The squared vector potential brings a factor $1/\omega^2$ and the energy per transition a factor $\hbar\omega$, so the conductivity carries a further $1/\omega$, which is proportional to $1/|f|$ on the contour. As $|f|$ is constant there, this factor can be taken under the integral, where it turns $|f|^2/(\partial|f|/\partial k)$ into $1/(\partial\ln|f|/\partial k)$:

$$\frac{\sigma}{\sigma_0}=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,\frac{p^2|\nabla_p\theta|^2}{p\,\partial_p\ln|f|},\qquad p=ka,$$

with $k$ again measured from the touching point. For the cone, $\theta=\varphi$ up to a constant and $|f|\propto p$, and the integral is 1, which fixes the prefactor.

At the touching point the three bond phases are the cube roots of unity, up to a common factor. In the expansion of $f$ in powers of $p$ they let through $e^{i\varphi}$ at first order, $e^{-2i\varphi}$ at second and $e^{i\varphi}$ at third. The sums over bonds are $\tfrac32$, $\tfrac34$ and $\tfrac98$ in modulus, and the exponential series supplies $i$, $-\tfrac12$ and $-\tfrac i6$. The first and third sums have the same phase, so the third term is $-\tfrac18p^2$ times the first. The phase of the second term relative to the first can be absorbed in the origin of $\varphi$. With that choice,

$$f\propto\tfrac32\,p\,e^{i\varphi}\left(1+\tfrac14pe^{-3i\varphi}-\tfrac18p^2\right).$$

The real and imaginary parts of $\ln f$, to second order and up to constants, are

$$\ln|f|=\ln p+\tfrac p4\cos3\varphi-\tfrac{p^2}{8}-\tfrac{p^2}{32}\cos6\varphi,\qquad
\theta=\varphi-\tfrac p4\sin3\varphi+\tfrac{p^2}{32}\sin6\varphi .$$

With $C=\cos3\varphi$, $S=\sin3\varphi$ and $D=\cos6\varphi$, differentiation gives

$$p\,\partial_p\ln|f|=1+\tfrac p4C-\tfrac{p^2}{4}-\tfrac{p^2}{16}D,$$

$$p^2|\nabla_p\theta|^2=(\partial_\varphi\theta)^2+(p\,\partial_p\theta)^2=1-\tfrac{3p}{2}C+p^2\left(\tfrac{9}{16}C^2+\tfrac38D+\tfrac1{16}S^2\right).$$

Their quotient, to second order, is

$$1-\tfrac{7p}{4}C+p^2\left(\tfrac14+C^2+\tfrac1{16}S^2+\tfrac7{16}D\right).$$

The contour is not a circle. Let $\epsilon=\tfrac23|f|=\hbar\omega/(3t_h)$; then $p(1+\tfrac p4C)=\epsilon$ to second order, so $p=\epsilon-\tfrac14\epsilon^2C$. The linear term thereby adds $\tfrac7{16}\epsilon^2C^2$. The averages of $C$ and $D$ vanish and those of $C^2$ and $S^2$ are $\tfrac12$, which leaves $\tfrac14+\tfrac12+\tfrac1{32}+\tfrac7{32}=1$ as the coefficient of $\epsilon^2$:

$$\frac{\sigma}{\sigma_0}=1+\frac19\left(\frac{\hbar\omega}{t_h}\right)^2+\dots$$

Numerical integration over the true contours of the lattice gives 1.0011 at $\hbar\omega/t_h=0.1$, 1.0289 at 0.5 and 1.132 at 1. The quadratic formula gives 1.0011, 1.0278 and 1.111, so higher terms are visible at the upper end. The hopping in graphene is roughly 3 eV. In this nearest-neighbour model the departure of the lattice from the ideal cone, in its energies and in its states, then raises the conductivity by about 1 % of its value at 1 eV and about 5 % at 2 eV, which for visible light exceeds the reduction by the radiated field. These figures show the order of the effect and are not a prediction for real graphene. A hopping to third neighbours of 7.5 % of the first, at the same velocity, changes them to about 2 % and 9 %, and the electron–hole interaction is left out altogether. The later digits of 2.2925 % belong to the ideal cone, not to a real sheet.

All numerical values are calculated from the stated model.
